# Runaway waterwheel vibration of two nearly degenerate modes under bias

## Problem

A molecular junction has two electronic sites with Hamiltonian \(-t\sigma_x\), \(t>0\). The left lead couples to site 1 and the right lead to site 2. Each lead has an energy-independent level width \(\Gamma\). The chemical potentials are \(\pm eV/2\), left and right respectively, measured from the site energy. The temperature is zero, and electrons of both spins are independent.

Two vibrations, with mass-weighted coordinates \(q_1,q_2\), change the electronic Hamiltonian to
\[
h=b_x\sigma_x+b_z\sigma_z,\qquad b_x=-t+\kappa q_2,\quad b_z=\kappa q_1 .
\]
Mode 1 shifts the site energies oppositely; mode 2 changes the hopping. Their frequencies at zero bias, with the static electronic response included, are \(\omega_1\) and \(\omega_2\). Define
\[
\Omega^2=\tfrac12(\omega_1^2+\omega_2^2),\qquad \delta=\tfrac12(\omega_1^2-\omega_2^2),\qquad |\delta|\ll\Omega^2,
\]
and the coupling energy \(g=\kappa\sqrt{\hbar/2\Omega}\). Assume \(\hbar\Omega,\,e|V|\ll\Gamma\) and small vibrations.

1. Find the current-induced stiffness matrix to first order in \(V\). For which \(t\) is it purely antisymmetric?
2. Find the electronic friction for that \(t\).
3. At what bias do the eigenvalues of the stiffness matrix become complex? At what bias does a vibration start to grow? Are the two the same?
4. Describe the growing motion and check the threshold by an energy balance.
5. What changes at other values of \(t\)?
6. Evaluate the results for \(\hbar\omega_1=20.025\) meV, \(\hbar\omega_2=19.975\) meV, \(\Gamma=2\) eV, \(t=1\) eV, \(g=50\) meV, and examine the error of the slow-vibration approximation.

## Solution

### 1. The force linear in the bias

Let \(M_1=\sigma_z\) and \(M_2=\sigma_x\). The mean electronic force is minus the expectation value of \(\partial h/\partial q_i\):
\[
F_i=-2\kappa\,\mathrm{Tr}[M_i\rho],
\]
where \(\rho\) is the density matrix of one spin and the factor 2 counts spins. For fixed nuclei,
\[
\rho=\int\frac{dE}{2\pi}\,G\,(f_L\Gamma_L+f_R\Gamma_R)\,G^\dagger,\qquad
G=(E-h+i\eta)^{-1},\quad \eta=\Gamma/2 .
\]
The lead self-energy is \(-i\Gamma/2\) on both sites, hence proportional to the unit matrix. Since \(\Gamma_{L,R}=\Gamma(1\pm\sigma_z)/2\),
\[
f_L\Gamma_L+f_R\Gamma_R=\Gamma\left[\frac{f_L+f_R}{2}+\frac{f_L-f_R}{2}\sigma_z\right].
\]

The first term gives a density matrix \(\varphi(h)\) that is a function of \(h\) alone. Its force is \(-2\mathrm{Tr}[(\partial h/\partial q_i)\varphi(h)]=-\partial_{q_i}2\mathrm{Tr}\,\Phi(h)\), with \(\Phi'=\varphi\). It is conservative. Reversing \(V\) exchanges \(f_L\) and \(f_R\), so this term is even in \(V\) and contributes nothing at first order.

The second term needs \(G\sigma_zG^\dagger\). Put \(z=E+i\eta\), \(b^2=b_x^2+b_z^2\) and \(B=b_x\sigma_x+b_z\sigma_z\). Because \(B^2=b^2\),
\[
G=\frac{z+B}{z^2-b^2},\qquad
G\sigma_zG^\dagger=\frac{|z|^2\sigma_z+z\sigma_zB+z^*B\sigma_z+B\sigma_zB}{|z^2-b^2|^2}.
\]
The products are
\[
\sigma_zB=b_z+ib_x\sigma_y,\qquad B\sigma_z=b_z-ib_x\sigma_y .
\]
The two middle terms therefore add to \(2Eb_z-2\eta b_x\sigma_y\), which has no trace with \(\sigma_x\) or \(\sigma_z\). For the last term use \(\sigma_zB=2b_z-B\sigma_z\):
\[
B\sigma_zB=2b_zB-b^2\sigma_z .
\]
The numerator thus has the components
\[
\sigma_z:\ E^2+\eta^2+b_z^2-b_x^2,\qquad \sigma_x:\ 2b_xb_z .
\]

At zero temperature \(f_L-f_R=1\) in a window of width \(eV\) around \(E=0\). To first order in \(V\) the integrand may be taken at \(E=0\), where the denominator is \((\eta^2+b^2)^2\). The prefactor is \((eV/2\pi)(\Gamma/2)\cdot2=\eta eV/\pi\), the last 2 being the trace of a squared Pauli matrix. Writing \(p_z,p_x\) for the resulting parts of \(\mathrm{Tr}[\sigma_z\rho]\) and \(\mathrm{Tr}[\sigma_x\rho]\),
\[
p_z=\frac{\eta eV}{\pi}\frac{\eta^2+b_z^2-b_x^2}{(\eta^2+b^2)^2},\qquad
p_x=\frac{\eta eV}{\pi}\frac{2b_xb_z}{(\eta^2+b^2)^2}.
\]

The stiffness is \(K_{ij}=-\partial F_i/\partial q_j\), so each derivative of \(p\) is multiplied by \(2\kappa^2\). Evaluate at \(b_z=0\), \(b_x=-t\), and set \(N=\eta^2+t^2\). The diagonal derivatives vanish: \(p_z\) is even in \(b_z\), and \(p_x\) is zero for every \(b_x\) when \(b_z=0\). The others are
\[
\frac{\partial p_z}{\partial b_x}
=\frac{\eta eV}{\pi}\left[\frac{2t}{N^2}+\frac{4t(\eta^2-t^2)}{N^3}\right]
=\frac{\eta eV}{\pi}\frac{2t(3\eta^2-t^2)}{N^3},
\]
\[
\frac{\partial p_x}{\partial b_z}=-\frac{\eta eV}{\pi}\frac{2t}{N^2}
=-\frac{\eta eV}{\pi}\frac{2t(\eta^2+t^2)}{N^3}.
\]
Write \(K_{12}=c+a\) and \(K_{21}=c-a\). Half the difference and half the sum give
\[
a=\frac{8\kappa^2\eta^3t\,eV}{\pi N^3},\qquad
c=\frac{4\kappa^2\eta t(\eta^2-t^2)\,eV}{\pi N^3}.
\]
The symmetric part \(c\) vanishes for \(t=\eta=\Gamma/2\). At this point \(N=2\eta^2\), and
\[
K=\begin{pmatrix}\omega_1^2&a\\-a&\omega_2^2\end{pmatrix},\qquad
a=\frac{\kappa^2eV}{\pi\eta^2}.
\]
The mean force on mode 1 at rest, proportional to \(\eta^2-t^2\), vanishes there too, so the rest position does not move at first order in \(V\).

The same point has full transmission at \(E=0\). From \(G_{12}=b_x/(z^2-b^2)\),
\[
T(0)=\Gamma^2|G_{12}|^2=\frac{4\eta^2t^2}{(\eta^2+t^2)^2},
\]
which equals one for \(t=\eta\).

### 2. Friction from electron–hole pairs

Let the nuclei move along a unit direction \((u_1,u_2)\) with displacement \(q_0\cos\omega t\). The electrons feel \(\kappa q_0X\cos\omega t\), with \(X=u_1\sigma_z+u_2\sigma_x\). The density of scattering states projected on the two sites is \(A/2\pi\), where \(A=i(G-G^\dagger)\). At zero temperature and bias, electrons within \(\hbar\omega\) below the Fermi level can absorb a quantum. The golden rule gives the absorbed power per spin,
\[
\hbar\omega\cdot\frac{2\pi}{\hbar}\left(\frac{\kappa q_0}{2}\right)^2\hbar\omega\,
\frac{\mathrm{Tr}[XAXA]}{(2\pi)^2}
=\frac{\hbar\kappa^2\omega^2q_0^2}{8\pi}\mathrm{Tr}[XAXA].
\]
A friction force \(-\gamma\dot q\) dissipates \(\gamma\omega^2q_0^2/2\) on average. Equating the two and including both spins,
\[
\gamma=\frac{\hbar\kappa^2}{2\pi}\mathrm{Tr}[XAXA].
\]
At \(E=0\), \(G=-(i\eta+B)/N\), so \(A=2\eta/N\), a multiple of the unit matrix. Also \(X^2=1\), because \(\sigma_x\) and \(\sigma_z\) anticommute and \(u_1^2+u_2^2=1\). The trace is \(8\eta^2/N^2\) for every direction, and friction is isotropic:
\[
\gamma=\frac{4\hbar\kappa^2\eta^2}{\pi N^2}.
\]
For \(t=\eta\) this becomes \(\hbar\kappa^2/(\pi\eta^2)\). With \(\kappa^2=2\Omega g^2/\hbar\),
\[
\gamma=\frac{8\Omega g^2}{\pi\Gamma^2},\qquad a=\gamma\,\frac{eV}{\hbar}.
\]
The coupling strength cancels from the ratio \(a/\gamma\): the coupling that lets the current drive the nuclei also damps them.

An energy argument cannot reveal a velocity force that does no work, of the form \((-\mathcal B\dot q_2,\mathcal B\dot q_1)\), known as the Berry force. At zero bias it is absent by time-reversal symmetry, since \(h\) and the leads are real. At finite bias it is checked numerically in part 6.

### 3. Two different critical biases

Take \(V>0\) and \(t=\Gamma/2\). The equation of motion is
\[
\ddot q+\gamma\dot q+Kq=0 .
\]
The eigenvalues of \(K\) alone are
\[
\mu_\pm=\Omega^2\pm\sqrt{\delta^2-a^2}.
\]
They meet at \(a=|\delta|\) and form a complex pair beyond it. The corresponding bias is
\[
eV_c=\frac{\hbar|\delta|}{\gamma}.
\]
Without the friction term, one of the two modes would grow as soon as \(V>V_c\). With friction, eigenfrequencies already have an imaginary part at zero bias, from damping, and complexity alone no longer signals growth.

Insert \(q\propto e^{st}\) and define \(y=s^2+\gamma s+\Omega^2\). The determinant condition is
\[
(y+\delta)(y-\delta)+a^2=0\quad\Longrightarrow\quad y^2=\delta^2-a^2 .
\]

For \(a\le|\delta|\), \(y=\pm r\) with \(0\le r\le|\delta|<\Omega^2\). Then \(s^2+\gamma s+(\Omega^2\mp r)=0\) has positive coefficients, so both roots have negative real parts. All motion decays.

For \(a>|\delta|\), put \(\beta=\sqrt{a^2-\delta^2}\). Now
\[
s^2+\gamma s+\Omega^2=\pm i\beta .
\]
The roots start in the decaying half-plane at \(\beta=0\) and move continuously. Growth can begin only where a root crosses the imaginary axis. Set \(s=i\nu\) and separate real and imaginary parts:
\[
\nu^2=\Omega^2,\qquad \gamma\nu=\pm\beta .
\]
The crossing is at \(\beta=\gamma\Omega\). To find its direction, differentiate the upper-sign equation at \(s=i\Omega\):
\[
\frac{ds}{d\beta}=\frac{i}{\gamma+2i\Omega}=\frac{2\Omega+i\gamma}{\gamma^2+4\Omega^2}.
\]
The real part is positive, so the root enters the growing half-plane. No other value of \(\beta\) allows a crossing, so it does not return within this linear model. Hence \(a^2=\delta^2+\gamma^2\Omega^2\), and with \(a=\gamma eV/\hbar\),
\[
eV_{\rm run}=\hbar\sqrt{\Omega^2+\frac{\delta^2}{\gamma^2}} .
\]

The two biases obey \(V_{\rm run}^2=V_c^2+(\hbar\Omega/e)^2\). Between them the stiffness eigenvalues are complex, yet every vibration decays.

Two limits show what sets the threshold. For equal frequencies \(V_c=0\): any bias makes the stiffness eigenvalues complex, but growth waits until \(eV=\hbar\Omega\), whatever the coupling strength. For \(|\delta|\gg\gamma\Omega\), expansion of the root gives
\[
eV_{\rm run}\simeq eV_c+\frac{\hbar\gamma\Omega^2}{2|\delta|}.
\]
The thresholds then nearly coincide, but both lie far above \(\hbar\Omega/e\). Since \(\delta\simeq\Omega(\omega_1-\omega_2)\), "nearly degenerate" means here that the splitting is compared with the friction rate. The condition \(eV_{\rm run}\ll\Gamma\) requires \(\hbar\Omega|\omega_1-\omega_2|/\gamma\ll\Gamma\). Weakening the coupling at fixed splitting eventually violates it.

For weak damping write \(s=i\Omega+\sigma\) with \(|\sigma|,\gamma\ll\Omega\). Dropping \(\sigma^2\) and \(\gamma\sigma\) from \(y=i\beta\) leaves \(2i\Omega\sigma+i\gamma\Omega=i\beta\), so
\[
\sigma\simeq\frac{\beta}{2\Omega}-\frac{\gamma}{2}.
\]

### 4. The waterwheel and its energy balance

For the growing solution with positive frequency, \(y=i\beta\). The first row of the equation of motion is \((y+\delta)q_1+aq_2=0\), which gives
\[
\frac{q_2}{q_1}=-\frac{\delta+i\beta}{a},\qquad
\left|\frac{q_2}{q_1}\right|^2=\frac{\delta^2+\beta^2}{a^2}=1 .
\]
Both coordinates have the same amplitude and differ in phase, so the orbit is an ellipse with axes along the diagonals of the \((q_1,q_2)\) plane. For \(\delta=0\) the ratio is \(-i\). Then \(q_1=\cos\Omega t\), \(q_2=\sin\Omega t\), apart from the growth factor: a circle run from \(q_1\) towards \(q_2\). Reversing the bias changes the sign of \(a\) and hence of the whole ratio, so the wheel turns the other way and, for \(\delta\ne0\), the major axis moves to the other diagonal.

The threshold also follows from work. Consider a steady orbit \(q_1=Q\cos\theta\), \(q_2=Q\cos(\theta+\phi)\), with \(\theta=\Omega t\), \(\cos\phi=-\delta/a\) and \(\sin\phi=-\beta/a\). The nonconservative force is \((-aq_2,\,aq_1)\), and its work per cycle is
\[
W=a\oint(q_1dq_2-q_2dq_1).
\]
On the orbit
\[
q_1dq_2-q_2dq_1=Q^2[\sin\theta\cos(\theta+\phi)-\cos\theta\sin(\theta+\phi)]d\theta=-Q^2\sin\phi\,d\theta,
\]
so \(W=-2\pi aQ^2\sin\phi=2\pi\beta Q^2\). This is \(2a\) times the enclosed area. Friction removes
\[
\gamma\int_0^{2\pi/\Omega}(\dot q_1^2+\dot q_2^2)\,dt
=\gamma\Omega^2Q^2\,\frac{2\pi}{\Omega}=2\pi\gamma\Omega Q^2 .
\]
Equality gives \(\beta=\gamma\Omega\) again. A motion along a line encloses no area and gains nothing. Detuning raises the threshold because it flattens the ellipse.

### 5. Other values of the hopping

For general \(t\), the results of parts 1 and 2 give
\[
\frac{a}{\gamma}=\frac{2\eta t}{N}\frac{eV}{\hbar}=\sqrt{T(0)}\,\frac{eV}{\hbar},\qquad
\frac{c}{\gamma}=\frac{t(\eta^2-t^2)}{\eta N}\frac{eV}{\hbar}.
\]
The off-diagonal product is now \((c+a)(c-a)\), so \(y^2=\delta^2+c^2-a^2\). The symmetric part acts like additional detuning. Growth starts at \(a^2-c^2=\delta^2+\gamma^2\Omega^2\). Combining the two ratios,
\[
\frac{a^2-c^2}{\gamma^2}=\left(\frac{eV}{\hbar}\right)^2
\frac{t^2[4\eta^4-(\eta^2-t^2)^2]}{\eta^2N^2}
=\left(\frac{eV}{\hbar}\right)^2\frac{t^2(3\eta^2-t^2)}{\eta^2(\eta^2+t^2)} ,
\]
where the bracket was factored as \((\eta^2+t^2)(3\eta^2-t^2)\). The threshold becomes
\[
eV_{\rm run}=\hbar\sqrt{\Omega^2+\frac{\delta^2}{\gamma^2}}\;
\sqrt{\frac{\eta^2(\eta^2+t^2)}{t^2(3\eta^2-t^2)}},\qquad t<\sqrt3\,\eta ,
\]
with \(\gamma\) taken at the same \(t\). For \(t\ge\sqrt3\,\eta\) the off-diagonal elements no longer have opposite signs, and this first-order theory, with the rest positions held fixed, has no runaway, although the force still has an antisymmetric part.

This case neglects the displacement of mode 1 by the current. For \(t\ne\eta\) that displacement is linear in \(V\) and alters \(c\) through the equilibrium part of the force. Since \(\kappa^2/\Omega^2=2g^2/(\hbar\Omega)\), neglecting it requires \(2g^2/(\hbar\Omega)\ll\Gamma\). Even then it cannot be neglected close to \(t=\sqrt3\,\eta\), where \(K_{12}=c+a\) goes to zero. The displacement increases \(|c|\), raises the threshold and moves the boundary down, to about \(1.69\,\eta\) for the frequencies, width and coupling of part 6. Near this boundary, and for \(t\to0\), the formula also leaves the range \(eV\ll\Gamma\). At \(t=\eta\) the restriction on \(g\) is not needed at first order.

### 6. Numbers and the error of the approximation

The given hopping is \(t=\Gamma/2\). The parameters give
\[
\hbar\gamma=\frac{8(20.00\ \mathrm{meV})(0.050\ \mathrm{eV})^2}{\pi(2\ \mathrm{eV})^2}=0.0318\ \mathrm{meV},
\]
\[
\hbar^2\delta=\tfrac12(20.025^2-19.975^2)\ \mathrm{meV}^2=1.000\ \mathrm{meV}^2 .
\]
The splitting of 0.050 meV is thus about 1.6 times \(\hbar\gamma\). With the unrounded friction,
\[
V_c=31.4\ \mathrm{mV},\qquad
V_{\rm run}=\sqrt{20.0^2+31.4^2}\ \mathrm{mV}=37.2\ \mathrm{mV}.
\]
The transmission is one throughout this window to the printed accuracy, so the elastic current at runaway is \((2e^2/h)V_{\rm run}=2.89\ \mu\mathrm A\).

At 34 mV, between the two thresholds, \(\beta/(\gamma\Omega)=\sqrt{34^2-31.4^2}/20.0\approx0.65\). With \(\gamma=48.4\ \mathrm{ns}^{-1}\), the least damped amplitude changes at the rate \(24.2(0.65-1)\approx-8.5\ \mathrm{ns}^{-1}\). It still decays. At 50 mV, \(\beta/(\gamma\Omega)=1.945\), and the rate is \(24.18\times0.9449\approx22.8\ \mathrm{ns}^{-1}\). The amplitude grows by a factor \(e\) in about 44 ps, some 210 vibration periods. The phase of \(q_2/q_1\) is \(-129^\circ\), so the minor axis of the ellipse is \(\cot(64.5^\circ)\approx0.48\) of the major axis.

The derivation kept the force linear in bias and expanded the electronic response for slow nuclei. Even-in-bias changes of the diagonal stiffness are \(+\kappa^2(eV)^2/(4\pi\eta^3)\) for mode 1 and the opposite for mode 2, a fraction \(eV/(2\Gamma)\) of \(a\), about 0.01 at threshold. They add to \(\delta\), so they raise the threshold for \(\omega_1>\omega_2\), as here, and lower it for \(\omega_1<\omega_2\). Delayed response adds corrections governed by \(\hbar\Omega/\Gamma\). Their combined effect was measured by solving the two-mode problem with the full frequency-dependent linear response of the biased electrons, and with the rest positions shifted by the bias-induced mean force in linear response. The runaway bias becomes 37.5 mV, 0.6% above the formula. The growth rate at 50 mV becomes \(22.3\ \mathrm{ns}^{-1}\), 2.4% below it.

At fixed rest positions, making \(\Gamma\) four times larger while keeping \(\gamma\) and \(t/\Gamma\) unchanged reduces the threshold deviation from 0.215 to 0.054 mV. This is the factor of four expected for corrections proportional to \(1/\Gamma\). The Berry-force coefficient at threshold is only about \(10^{-5}\gamma\) in magnitude, far below the general estimate \(\gamma eV/\Gamma\). This is special to \(t=\eta\). The part linear in \(V\) has magnitude \(2\gamma t\,|\eta^2-t^2|\,eV/N^2\), quoted here without derivation; it vanishes at this hopping and leaves a remainder of order \(V^3\). At other \(t\) the coefficient is of order \(\gamma eV/\Gamma\), and \(\mathcal B\Omega\) is smaller than \(a\) by a factor of order \(\hbar\Omega/\Gamma\), which is why part 5 omits it.

Further tests compare the bias-linear forces with finite differences at two values of \(t\), the work around a small closed loop with the area law, and the friction with the dynamic response. The numerical output lists the values for \(t=\Gamma/2\); at the other hopping, 0.6 eV, the program only checks that the forces agree within its tolerance.

These checks share the model's limits. Electron–electron interaction, fluctuating forces, anharmonicity and the loss of vibrational energy to the leads are left out. Such a loss, with rate \(\gamma'\), replaces \(\gamma\) by \(\gamma+\gamma'\) in the equation of motion but leaves \(a\) unchanged, so growth starts at \(a=\sqrt{\delta^2+(\gamma+\gamma')^2\Omega^2}\). With \(\hbar\gamma'=0.1\) meV the runaway bias here would rise from 37 to 89 mV. The thresholds above therefore hold only when electronic friction dominates the damping. Fluctuating forces keep the vibration excited even below \(V_{\rm run}\). Above it, exponential growth describes only the early stage. The electronic force is itself anharmonic and changes the stiffness by an amount of order \(\kappa^4Q^2/\Gamma^3\). This becomes comparable with \(\gamma\Omega\sim\kappa^2\hbar\Omega/\Gamma^2\) already at \(\kappa Q\sim\sqrt{\hbar\Omega\Gamma}\), here about 0.2 eV, well below \(\Gamma\). An amplitude \(Q\) holds \(n=\kappa^2Q^2/4g^2\) quanta per mode, so for \(g=50\) meV this is only about four quanta, and the classical stage of exponential growth is correspondingly short. From there on, or earlier if the nuclear potential ceases to be harmonic, the linear equation cannot decide whether the motion settles into a steady orbit or breaks the junction.

## Calculated quantities

```
Mode quantum hbar*w1: 20.025 meV
Mode quantum hbar*w2: 19.975 meV
Mean quantum hbar*W: 20.0000 meV
Lead width Gamma: 2.00 eV
Hopping t: 1.00 eV
Electron-vibration coupling g: 50.0 meV
hbar^2*delta: 1.0000 meV^2
Friction hbar*gamma, formula: 0.03183 meV
Friction hbar*gamma, dynamic response: 0.03183 meV
Friction rate gamma: 48.360 1/ns
Antisymmetric force a/(gamma*eV/hbar), quadrature: 1.00002
Symmetric/antisymmetric bias-linear force: 1.8e-05
Loop work / (2a * area): 1.00002
Bias for complex stiffness eigenvalues, formula: 31.416 mV
Bias for complex stiffness eigenvalues, numerical: 31.415 mV
Runaway bias, formula: 37.242 mV
Runaway bias, 4x4 eigenproblem: 37.241 mV
Runaway bias for equal frequencies, numerical: 20.000 mV
Runaway bias, full response, relaxed: 37.466 mV
Runaway bias, full response, fixed geometry: 37.457 mV
Same with Gamma four times larger: 37.296 mV
Berry force coefficient / friction at runaway: -0.00001
Mean transmission in bias window: 1.000000
Current at runaway bias: 2.886 microampere
Largest rate Re s at 34 mV: -8.459 1/ns
Largest rate Re s at 50 mV: 22.849 1/ns
Growth formula at 50 mV: 22.847 1/ns
Growth, full response, at 50 mV: 22.308 1/ns
beta/(gamma*W) at 50 mV: 1.9449
Orbit amplitude ratio |q2/q1| at 50 mV: 1.00000
Orbit phase of q2/q1 at 50 mV: -128.93 degrees
```
